# The CO dipole moment from HF and MP2 densities

## The problem

A carbon monoxide molecule has its carbon nucleus at the origin and its oxygen nucleus on the positive $z$ axis, at the chosen round distance $R=1.13$ Å. Compute its dipole moment at the closed-shell Hartree–Fock (HF) level and at second-order Møller–Plesset (MP2) level, with all electrons correlated, in the aug-cc-pVDZ basis. Decide which one-particle density belongs to the MP2 energy, and whether correlation changes the polarity.

Atomic units are used, with debye for the main results. A uniform field $F$ along $z$ changes the Hamiltonian to $H-F\mu_z$, where

$$\mu_z=\sum_A Z_A z_A-\sum_n z_n .$$

The electrons therefore acquire the one-electron term $+Fz$. The dipole of a method with energy $E(F)$ is defined by

$$\mu=-\left.\frac{dE}{dF}\right|_{F=0}.$$

A positive value means C$^-$O$^+$. The indices $i,j,k,l$ denote occupied orbitals, $a,b,c,d$ virtual orbitals, and $p,q,r,s$ any orbital. Orbitals are real, $\varepsilon_p$ are their energies, $f$ is the Fock matrix, and $(pq|rs)$ has electron 1 in $pq$ and electron 2 in $rs$.

## A tempting solution

At HF level each occupied orbital holds two electrons, so

$$\mu_{\rm HF}=\sum_A Z_Az_A-2\sum_i z_{ii}=-0.1055\ e\,\text{bohr}=-0.2681\ \text{D}.$$

For MP2, take the first-order wave function $\Psi_1$, which contains double excitations with amplitudes

$$t_{ij}^{ab}=\frac{(ia|jb)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad
\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}.$$

The combination $\tilde t$ comes from the spin sum. Pairs of opposite spin contribute $\sum t_{ij}^{ab}t_{ij}^{ab}$ to the norm. The two kinds of equal-spin pair together contribute $\frac12\sum(t_{ij}^{ab}-t_{ij}^{ba})^2=\sum t_{ij}^{ab}t_{ij}^{ab}-\sum t_{ij}^{ab}t_{ij}^{ba}$. Hence

$$\langle\Psi_1|\Psi_1\rangle=\sum_{ijab}\tilde t_{ij}^{ab}t_{ij}^{ab}.$$

Either of the two excited electrons can occupy a given virtual orbital $a$, so its population is $2\sum_{ijb}\tilde t_{ij}^{ab}t_{ij}^{ab}$. The same count gives the holes. Since it must hold in every orthonormal set of occupied or virtual orbitals, the off-diagonal elements follow too:

$$D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad
D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc}.$$

The total trace vanishes, because every electron added to the virtual space has left an occupied orbital. Here 0.197 electrons are promoted. The tempting dipole is

$$\mu_{\rm unrel}=\mu_{\rm HF}-\sum_{pq}D_{pq}z_{pq}
=-0.10546+0.05429=-0.05117\ e\,\text{bohr},$$

or $-0.1301$ D. One would conclude that correlation halves the HF dipole and leaves the polarity C$^+$O$^-$.

## The field energies disagree

The definition of $\mu$ can be applied directly: repeat the whole calculation, orbitals included, at $F=\pm h$ and $\pm2h$ with $h=0.002$. Taylor expansion gives

$$E(h)-E(-h)=2hE'+\tfrac13h^3E'''+O(h^5),$$
$$E(2h)-E(-2h)=4hE'+\tfrac83h^3E'''+O(h^5).$$

Eight times the first line minus the second removes $E'''$ and leaves $12hE'$, so

$$E'=\frac{8[E(h)-E(-h)]-[E(2h)-E(-2h)]}{12h}+O(h^4).$$

The HF differences are $+0.0004217600$ and $+0.0008430104$ hartree. They give

$$\mu_{\rm HF}=-\frac{8(0.0004217600)-0.0008430104}{0.024}=-0.105461\ e\,\text{bohr},$$

in agreement with the HF density. The MP2 differences are $-0.0004599251$ and $-0.0009203349$ hartree, and

$$\mu_{\rm MP2}=-\frac{8(-0.0004599251)+0.0009203349}{0.024}=+0.114961\ e\,\text{bohr}.$$

The unrelaxed value is too low by $0.166131\ e\,$bohr and has the wrong sign. The sign is visible without the formula: a positive field raises the HF energy relative to the opposite field, but lowers the MP2 energy.

## Where the argument breaks

The step from a derivative to an expectation value needs an energy that is stationary in everything that responds to the field. To see what is stationary, write the correlation energy as the Hylleraas functional

$$J=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)+\sum_{pq}D_{pq}f_{pq}.$$

The first term is twice the coupling of $\Psi_1$ to the HF determinant. The second is the Fock energy of the promoted electrons minus that of the holes. With canonical orbitals it equals $\sum\tilde t_{ij}^{ab}t_{ij}^{ab}\Delta_{ij}^{ab}$, where $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$.

Now vary the amplitudes. Because $\Delta$ is unchanged by exchanging $a$ and $b$, $\sum\tilde t\,\delta t\,\Delta=\sum\delta\tilde t\,t\,\Delta$, and

$$\delta J=2\sum_{ijab}\delta\tilde t_{ij}^{ab}\left[(ia|jb)+\Delta_{ij}^{ab}t_{ij}^{ab}\right]=0 .$$

The bracket vanishes for the MP2 amplitudes. Inserting them makes the second term of $J$ equal to $-\sum\tilde t_{ij}^{ab}(ia|jb)$, so $J=\sum\tilde t_{ij}^{ab}(ia|jb)=E_2$, the MP2 correlation energy.

The response of the amplitudes therefore drops out of the first derivative. The orbitals are different. They minimize $E_{\rm HF}$, not $E_{\rm HF}+J$. If $x_{ck}$ is the rotation of occupied orbital $k$ towards virtual orbital $c$ per unit field, and $\Theta_{ck}$ is the derivative of $J$ with respect to that rotation, the chain rule gives

$$\frac{dE_2}{dF}=\sum_{pq}D_{pq}z_{pq}+\sum_{ck}\Theta_{ck}x_{ck}.$$

The tempting solution keeps the first term and loses the second. It answers another question: how does $E_2$ change if the field enters the occupied and virtual blocks of $f$ while the orbital spaces stay frozen? A numerical derivative under precisely this restriction gives a dipole contribution of $+0.054291\ e\,$bohr, the same as $-\sum D_{pq}z_{pq}$.

The argument is also incomplete as an expectation value. The dipole operator connects the HF determinant to single excitations. These are absent from $\Psi_1$ by Brillouin's theorem, but they can appear in the second-order wave function $\Psi_2$. The term $2\langle\Psi_0|\mu_z|\Psi_2\rangle$ is then of second order in perturbation theory, as is the contribution of $D$, so there is no formal reason to keep one and drop the other. This singles term is not the lost term $-\sum\Theta_{ck}x_{ck}$ of the dipole, however. Here it amounts to $+0.226\ e\,$bohr against the missing $+0.166\ e\,$bohr, so the expectation value through second order, $+0.445$ D, is not the derivative of the MP2 energy either.

At HF level there is no such choice of density. A small rotation changes the HF energy by $4\sum f_{ck}x_{ck}$, which is zero because $f_{ck}=0$. The ordinary HF density is already the derivative density.

## The right solution

### How the correlation energy depends on the orbitals

To first order, a rotation changes the orbitals by

$$\delta\phi_i=\sum_c x_{ci}\phi_c,\qquad \delta\phi_a=-\sum_k x_{ak}\phi_k .$$

The minus sign keeps them orthogonal. Rotations within the occupied or within the virtual space need no treatment: $J$, minimized over the amplitudes, is unchanged by them.

In the integral term of $J$, the pairs $(ia)$ and $(jb)$ contribute equally, since $\tilde t_{ij}^{ab}=\tilde t_{ji}^{ba}$. The factor 2 becomes 4. Replacing an occupied label gives the first term below; replacing a virtual label gives the second, with its minus sign:

$$\Theta^{(1)}_{ck}=4\sum_{jab}\tilde t_{kj}^{ab}(ca|jb)-4\sum_{ijb}\tilde t_{ij}^{cb}(ik|jb).$$

The Fock term changes in two ways. Rotating the labels of $f_{ij}$ or $f_{ab}$ brings in occupied–virtual elements of $f$, which vanish. What remains is the change of the mean field. The HF density matrix changes by $2x_{ck}$ in both the $ck$ and the $kc$ element. A density $P$ produces the mean field $\sum_{rs}P_{rs}[(pq|rs)-\frac12(pr|qs)]$, so

$$\delta f_{pq}=\sum_{ck}x_{ck}\left[4(pq|ck)-(pc|qk)-(pk|qc)\right].$$

Multiplied by the symmetric matrix $D$ and summed, the two exchange terms are equal. The complete gradient is

$$\Theta_{ck}=\Theta^{(1)}_{ck}+\sum_{pq}D_{pq}\left[4(pq|ck)-2(pc|qk)\right].$$

As a test, the orbitals were rotated explicitly along a random normalized direction with the amplitudes held fixed. The numerical slope of $J$ and the slope from this formula are both $-0.00776614$ hartree.

### How the orbitals follow the field

The orbitals in the field must again satisfy $f_{ck}=0$. Three first-order changes have to cancel:

- the field itself adds $z_{ck}$ per unit field;
- rotating the labels adds $\sum_d f_{cd}x_{dk}-\sum_l x_{cl}f_{lk}=(\varepsilon_c-\varepsilon_k)x_{ck}$;
- the changed mean field adds the expression for $\delta f_{pq}$ above, taken at $p=c$, $q=k$.

The result is the coupled-perturbed HF equation

$$\sum_{dl}A_{ck,dl}\,x_{dl}=-z_{ck},$$
$$A_{ck,dl}=(\varepsilon_c-\varepsilon_k)\delta_{cd}\delta_{kl}+4(ck|dl)-(cd|kl)-(cl|kd).$$

The density change built from $x$ agrees with the numerical field derivative of the HF density matrix: in the atomic-orbital basis, the Frobenius norm of their difference is $1.6\times10^{-7}$ times that of the analytic density change.

### One equation for every field direction

Interchanging $ck$ and $dl$ leaves $A$ unchanged, so its inverse is symmetric as well. Define the Z-vector $\zeta$ by $A\zeta=-\Theta$. Then

$$\Theta\cdot x=-\Theta\cdot A^{-1}z=(-A^{-1}\Theta)\cdot z=\sum_{ck}\zeta_{ck}z_{ck}.$$

The vector $\zeta$ does not depend on the perturbation. One solution serves all three components of the dipole, whereas $x$ would have to be found for each field direction. In the density matrix, $\frac12\zeta_{ck}$ goes into each of the elements $ck$ and $kc$; their sum restores the full $\zeta_{ck}z_{ck}$. This completes the relaxed density, and

$$\mu_{\rm rel}=\mu_{\rm HF}-\sum_{pq}D_{pq}z_{pq}-\sum_{ck}\zeta_{ck}z_{ck}.$$

A shift of the origin, $z\to z+s$, changes nothing. The molecule is neutral, $D$ has zero trace, and $z_{ck}$ is unaffected because occupied and virtual orbitals are orthogonal.

### The numbers

The three contributions are, in $e\,$bohr,

$$\mu_{\rm rel}=-0.105461+0.054291+0.166131=+0.114961 .$$

| Quantity | Dipole / D |
|---|---:|
| HF density | −0.2681 |
| HF energy derivative | −0.2681 |
| MP2, unrelaxed density | −0.1301 |
| MP2, relaxed density | +0.2922 |
| MP2 energy derivative | +0.2922 |

The relaxed value differs from the finite-field derivative by $3.5\times10^{-9}\ e\,$bohr. Of the two MP2 densities, the relaxed one belongs to the MP2 energy. Correlation at this level does reverse the polarity, from C$^+$O$^-$ to C$^-$O$^+$.

Orbital relaxation supplies $0.166131/0.220422$, about 75 %, of the total correlation contribution. It is not a small refinement here. The HF dipole is itself small, so a moderate displacement of charge decides the sign. Both correlation contributions are positive, meaning that each moves electronic charge towards carbon. A plausible reason for the first is that the promoted electrons enter antibonding $\pi$ orbitals with more weight on carbon than the bonding ones they leave. This is a conjecture; the contributions were not resolved by orbital.

## How far the conclusion reaches

The identity between the relaxed density and the energy derivative holds at any geometry where the HF solution responds smoothly and the MP2 denominators do not vanish. The reversal of sign is a numerical fact about particular geometries. With the same basis, the dipoles in debye are:

| $R$ / Å | HF | Unrelaxed | Relaxed |
|---:|---:|---:|---:|
| 1.03 | +0.2039 | +0.2886 | +0.5478 |
| 1.08 | −0.0269 | +0.0821 | +0.4174 |
| 1.13 | −0.2681 | −0.1301 | +0.2922 |
| 1.18 | −0.5177 | −0.3453 | +0.1750 |
| 1.23 | −0.7740 | −0.5614 | +0.0682 |

At 1.03 Å all three values are positive and nothing is reversed. Linear interpolation puts the zero of the HF dipole near 1.07 Å. At the four longer distances the HF and relaxed MP2 signs differ. At 1.08 Å the unrelaxed density happens to give the right sign, although its value is only about a fifth of the relaxed one. A correct sign is thus no evidence for a correct density.

The slopes matter as well. From the points at 1.08 and 1.18 Å, the central differences are

$$\frac{-0.5177+0.0269}{0.10}=-4.9\ \text{D/Å (HF)},\qquad
\frac{0.1750-0.4174}{0.10}=-2.4\ \text{D/Å (relaxed)}.$$

The unrelaxed density gives $-4.3$ D/Å, much closer to HF than to the derivative of the MP2 energy. Its error cannot be repaired by adding a constant: the missing relaxation contribution grows from 0.26 D at 1.03 Å to 0.63 D at 1.23 Å.

Two limits show when the distinction between the densities matters. If the amplitudes tend to zero, $D$, $\Theta$ and $\zeta$ vanish with them and the HF dipole is recovered. If instead $A$ acquires an eigenvalue close to zero, the HF solution is close to an instability. The component of $\zeta$ along that eigenvector is the corresponding component of $-\Theta$ divided by the eigenvalue. Its share of the relaxation term $-\sum\zeta_{ck}z_{ck}$ is the product of the components of $\Theta$ and of $z$ along the eigenvector, divided by the eigenvalue. Unless that product vanishes as fast as the eigenvalue, for instance because one factor is zero by symmetry, the relaxation term grows without bound. The relaxed density still follows the derivative of the MP2 energy up to the singular point, but where the relaxation term diverges, that derivative cannot describe the finite dipole of the molecule.

Replacing aug-cc-pVDZ by cc-pVTZ changes little at $R=1.13$ Å. The HF, unrelaxed and relaxed values are then $-0.254$, $-0.113$ and $+0.314$ D. All three signs are unchanged, and the values move by about 0.01 to 0.02 D. The rise of the relaxed value is not the trend towards the limit, since cc-pVTZ lacks diffuse functions. With density fitting, aug-cc-pVTZ gives $-0.276$, $-0.136$ and $+0.277$ D, and aug-cc-pVQZ gives $-0.274$, $-0.133$ and $+0.272$ D. The relaxed aug-cc-pVDZ value thus lies about 0.02 D above the larger augmented bases. At 1.08 and 1.23 Å, aug-cc-pVTZ shifts the tabulated values by up to 0.015 D and keeps every sign. The four decimals quoted above belong to the chosen basis, not to the basis-set limit.

Agreement with a finite field shows that the derivative of the MP2 energy has been taken correctly. It does not show that MP2 is accurate. The measured dipole is roughly 0.1 D with polarity C$^-$O$^+$, so relaxed MP2 gives the right direction and overshoots the size. Correlation beyond second order, the remaining basis-set error and vibrational averaging are left out of the calculation. The field energies needed to repeat the derivatives by hand are listed in the numerical output.

## Computed results

```
main case: R = 1.13 angstrom, basis aug-cc-pvdz
basis functions 46, occupied 7, virtual 39
HF energy              -112.75453598 hartree
MP2 correlation energy -0.30434937 hartree
electrons promoted, trace of D_vv 0.19680
field step 0.0020 a.u.
F=-0.0040 a.u.: E_HF=-112.7550731257 E_MP2=-113.0585505644 hartree
F=-0.0020 a.u.: E_HF=-112.7547757685 E_MP2=-113.0586867295 hartree
F=+0.0020 a.u.: E_HF=-112.7543540085 E_MP2=-113.0591466546 hartree
F=+0.0040 a.u.: E_HF=-112.7542301153 E_MP2=-113.0594708993 hartree
dipoles, positive = C(-)O(+):
HF density        -0.105461 e*bohr = -0.2681 debye
HF finite field   -0.105461 e*bohr = -0.2681 debye
MP2 unrelaxed     -0.051170 e*bohr = -0.1301 debye
MP2 relaxed       +0.114961 e*bohr = +0.2922 debye
MP2 finite field  +0.114961 e*bohr = +0.2922 debye
unrelaxed correlation part +0.054291 e*bohr
orbital relaxation part    +0.166131 e*bohr
total correlation part     +0.220422 e*bohr
HF density minus finite field    +7.6e-09 e*bohr
unrelaxed minus finite field     -0.166131 e*bohr
relaxed minus finite field       +3.5e-09 e*bohr
frozen-orbital finite-field part +0.054291 e*bohr
relaxation part from theta and x +0.166131 e*bohr
orbital slope: numerical -0.00776614 hartree
orbital slope: formula   -0.00776614 hartree
relative error of SCF density response 1.6e-07
1 e*bohr = 2.541746 debye
distance scan, aug-cc-pvdz, dipoles in debye:
R=1.03 angstrom: HF +0.2039, unrelaxed +0.2886, relaxed +0.5478
R=1.08 angstrom: HF -0.0269, unrelaxed +0.0821, relaxed +0.4174
R=1.13 angstrom: HF -0.2681, unrelaxed -0.1301, relaxed +0.2922
R=1.18 angstrom: HF -0.5177, unrelaxed -0.3453, relaxed +0.1750
R=1.23 angstrom: HF -0.7740, unrelaxed -0.5614, relaxed +0.0682
cc-pvtz, R=1.13 angstrom, dipoles in debye:
HF -0.2543, unrelaxed -0.1127, relaxed +0.3142
```
